# Mean depth of a joined half-Gaussian implant profile

Ions implanted into a flat target come to rest over a range of depths. Their depth profile often has a single peak and falls off at different rates on its two sides. A simple model joins two half-Gaussians at the peak. Let \(x\) be the depth, \(m\) the depth of the peak (the mode), and

\[
p(x)=\begin{cases}A\,e^{-(x-m)^2/(2s_L^2)}, & x<m,\\[2pt] A\,e^{-(x-m)^2/(2s_R^2)}, & x\ge m,\end{cases}\qquad s_L,s_R>0 .
\]

The density \(p\) is normalized to one ion, so the concentration is \(N(x)=Q\,p(x)\) for a dose \(Q\) (ions per area). The common height \(A\) makes the profile continuous at \(m\). The widths \(s_L\) and \(s_R\) are the parameters in the exponents. Until part (g) the profile extends over the whole line, as if the surface at \(x=0\) were far from all the ions.

**(a) Find \(A\), and the fraction of the ions that lies on each side of the mode.**

Measure distance from the mode by \(u=|x-m|\). Each side then requires integrals over \(u\) from 0 to infinity. For the first, write \(I=\int_0^\infty e^{-u^2/(2s^2)}du\). Its square is an integral over a quarter plane, which polar coordinates turn into

\[
I^2=\frac{\pi}{2}\int_0^\infty e^{-r^2/(2s^2)}\,r\,dr=\frac{\pi}{2}s^2,\qquad I=s\sqrt{\frac{\pi}{2}} .
\]

The radial integral used here is also the first moment needed later. Since \(u\,e^{-u^2/(2s^2)}\) is the derivative of \(-s^2e^{-u^2/(2s^2)}\),

\[
\int_0^\infty u\,e^{-u^2/(2s^2)}du=s^2 .
\]

The left side has area \(As_L\sqrt{\pi/2}\) and the right side \(As_R\sqrt{\pi/2}\). Their sum must be one, so

\[
A=\sqrt{\frac{2}{\pi}}\,\frac{1}{s_L+s_R}.
\]

The fraction on the left is

\[
w_L=As_L\sqrt{\frac{\pi}{2}}=\frac{s_L}{s_L+s_R},
\]

and the fraction on the right is \(s_R/(s_L+s_R)\). With equal heights at the joint, the wider side holds more ions.

**(b) Find the mean depth \(\mu\).**

Because \(p\) is normalized, \(\mu-m=\int(x-m)p(x)\,dx\). On the left \(x-m=-u\), and on the right \(x-m=+u\). The first-moment integral gives

\[
\mu-m=A\left(-s_L^2+s_R^2\right)
=\sqrt{\frac{2}{\pi}}\,\frac{(s_R-s_L)(s_R+s_L)}{s_L+s_R}.
\]

The sum of the widths cancels, which leaves

\[
\boxed{\;\mu=m+\sqrt{\frac{2}{\pi}}\,(s_R-s_L)\;}
\]

The mean lies on the wider side of the mode. For \(s_L=s_R\) the two coincide, as symmetry requires. Exchanging the widths reverses the sign of the shift. If both widths grow by the same amount, the mean stays where it is.

**(c) How does the answer depend on continuity at the mode?**

Drop continuity and give the left half an arbitrary fraction \(w\) of the ions, keeping the Gaussian form on each side. The mean distance from the mode within one half is the ratio of its first moment to its area:

\[
\langle u\rangle=\frac{s^2}{s\sqrt{\pi/2}}=\sqrt{\frac{2}{\pi}}\,s .
\]

Weighting the two halves, with a minus sign on the left, gives

\[
\mu-m=\sqrt{\frac{2}{\pi}}\,\big[(1-w)s_R-w\,s_L\big].
\]

The heights at the joint are \(w\sqrt{2/\pi}/s_L\) on the left and \((1-w)\sqrt{2/\pi}/s_R\) on the right. They are equal when \(ws_R=(1-w)s_L\), that is, when \(w=s_L/(s_L+s_R)\). This is the weight of part (a), and it returns the result of part (b).

With equal weights, \(w=1/2\), the shift is \(\tfrac12\sqrt{2/\pi}\,(s_R-s_L)\), half of the continuous value. Such a profile jumps at \(m\) unless the widths are equal. Continuity thus doubles the shift relative to equal weights: the wider half has both the larger mean distance and the larger share of the ions.

**(d) Find the variance, and examine the limit in which one side becomes very steep.**

The second moment of one side follows by parts. Take \(u\) as one factor and \(u\,e^{-u^2/(2s^2)}du\) as the other. The boundary term vanishes at both ends, and

\[
\int_0^\infty u^2e^{-u^2/(2s^2)}du=s^2\int_0^\infty e^{-u^2/(2s^2)}du=s^3\sqrt{\frac{\pi}{2}} .
\]

Both sides contribute with a positive sign:

\[
\langle(x-m)^2\rangle=A\sqrt{\frac{\pi}{2}}\,(s_L^3+s_R^3)=\frac{s_L^3+s_R^3}{s_L+s_R}=s_L^2-s_Ls_R+s_R^2 .
\]

This equals \((s_R-s_L)^2+s_Ls_R\). The variance about the mean is smaller by \((\mu-m)^2=(2/\pi)(s_R-s_L)^2\):

\[
\sigma^2=\left(1-\frac{2}{\pi}\right)(s_R-s_L)^2+s_Ls_R .
\]

For equal widths \(\sigma=s\), the ordinary Gaussian result. For \(s_L\to0\) only the right half remains, with

\[
\mu-m\to\sqrt{\frac{2}{\pi}}\,s_R,\qquad \sigma\to s_R\sqrt{1-\frac{2}{\pi}}\approx0.60\,s_R .
\]

This limit shows why the meaning of the widths matters: the standard deviation of a single half is only about 60 % of its width parameter.

**(e) Suppose that \(m\), \(\mu\) and \(\sigma\) are known. Find the widths, and say when they exist.**

Let \(d=s_R-s_L\) and \(P=s_Ls_R\). Parts (b) and (d) give

\[
d=\sqrt{\frac{\pi}{2}}\,(\mu-m),\qquad P=\sigma^2-\left(1-\frac{2}{\pi}\right)d^2 .
\]

Since \((s_L+s_R)^2=(s_R-s_L)^2+4s_Ls_R\), the sum of the widths is \(\sqrt{d^2+4P}\), and

\[
s_R=\tfrac12\left(\sqrt{d^2+4P}+d\right),\qquad s_L=\tfrac12\left(\sqrt{d^2+4P}-d\right).
\]

Both are positive when \(P>0\). Inserting \(d\) turns this condition into

\[
|\mu-m|<\sigma\sqrt{\frac{2}{\pi-2}}\approx1.32\,\sigma .
\]

A profile whose mean and mode lie farther apart than this cannot be represented by the model with its true mode, mean and standard deviation.

**(f) Boron is implanted into n-type silicon at roughly 100 keV. Take \(m=330\) nm, \(s_L=90\) nm, \(s_R=50\) nm, \(Q=1\times10^{13}\) cm⁻² and a uniform donor concentration \(N_B=1\times10^{16}\) cm⁻³. Find the mean, the standard deviation and the junction depths.**

These are rough illustrative values, chosen to give a realistic mean and spread; the individual widths are not fitted to a measured profile. The wider side faces the surface, so the mean is shallower than the mode:

\[
\mu=330+0.7979\,(50-90)=330-31.9=298.1\ \text{nm},
\]

or about 0.298 µm. The left side holds \(90/140=64\,\%\) of the ions. Equal weights would have given a shift of only −16.0 nm. The variance is

\[
\sigma^2=0.3634\times1600+4500=5081\ \text{nm}^2,\qquad \sigma=71.3\ \text{nm}.
\]

A metallurgical junction lies where the boron and donor concentrations are equal. This is an electrical junction too if all the boron acts as an acceptor, which is assumed here. The peak concentration, with the widths converted to centimetres, is

\[
N_p=QA=\frac{0.7979\times10^{13}}{140\times10^{-7}}=5.70\times10^{17}\ \text{cm}^{-3}.
\]

On either side, \(N_p e^{-u^2/(2s^2)}=N_B\) has the solution \(u=sq\), where

\[
q=\sqrt{2\ln\frac{N_p}{N_B}}=\sqrt{2\ln 57.0}=2.844 .
\]

A solution at nonzero distance from the mode requires \(N_p>N_B\). The two depths are

\[
x_1=m-s_Lq=74\ \text{nm},\qquad x_2=m+s_Rq=472\ \text{nm}.
\]

The near junction exists because \(x_1\) is positive. The boron forms a buried p-type layer of thickness \((s_L+s_R)q=398\) nm beneath an n-type skin. The middle of the layer, at 273 nm, is neither the mode nor the mean.

Now replace the profile by a symmetric Gaussian with the same dose, mean and standard deviation. Its deep junction lies at 500 nm, 28 nm deeper than that of the joined profile. Two changes compete. The centre from which the distance is measured moves 32 nm toward the surface, but the width on the deep side rises from 50 to 71 nm, which adds about 60 nm to the distance from centre to junction. Matching the first two moments therefore does not fix the junction.

**(g) How far do the surface and channelled ions change these results?**

The formula for the mean uses the whole line, whereas the target occupies \(x\ge0\). The fraction of the model profile outside it is found with \(v=(m-x)/(\sqrt2\,s_L)\):

\[
f_{\rm out}=\int_{-\infty}^0p\,dx=A\sqrt2\,s_L\int_{m/(\sqrt2 s_L)}^\infty e^{-v^2}dv
=w_L\,\operatorname{erfc}\!\left(\frac{m}{\sqrt2\,s_L}\right).
\]

Here \(\operatorname{erfc}(z)=(2/\sqrt\pi)\int_z^\infty e^{-v^2}dv\). The result is \(1.6\times10^{-4}\). Numerical integration over \(x\ge0\), with the remaining profile renormalized, moves the mean deeper by 0.05 nm. The size is as expected: a fraction \(1.6\times10^{-4}\) has been removed at a distance of a little over 300 nm from the mean. The correction would matter for a shallow implant, where \(m\) is comparable with \(s_L\).

Channelling is a larger effect. Some ions travel along open directions of the crystal and stop deeper than the rest. As a rough model, let a fraction \(f=0.05\) follow an exponential tail that starts at the mode and has decay length \(\lambda=100\) nm. The mean depth in the tail is \(m+\lambda\), so the overall mean becomes \((1-f)\mu+f(m+\lambda)\). It moves by

\[
f(m+\lambda-\mu)=0.05\,(330+100-298.1)=6.6\ \text{nm}.
\]

Solving numerically for the depth at which this mixture reaches \(N_B\) puts the deep junction at 504 nm instead of 472 nm. The junction moves farther than the mean because it lies where the Gaussian part has become small and the tail supplies most of the boron.

**(h) The implant is annealed at 1000 °C for 30 min. What happens to the mean, the mode and the deep junction?**

Take a constant diffusivity \(D\), so that \(\partial p/\partial t=D\,\partial^2p/\partial x^2\). On the whole line, two integrations by parts give

\[
\frac{d\mu}{dt}=D\int x\,p''dx=D\,\big[x\,p'-p\big]_{-\infty}^{\infty}=0,
\]

\[
\frac{d\langle x^2\rangle}{dt}=D\int x^2p''dx=D\,\big[x^2p'-2xp\big]_{-\infty}^{\infty}+2D=2D .
\]

The mean stays fixed and the variance grows by \(2Dt\). The mode does move. Diffusion convolves \(p\) with a Gaussian of variance \(s^2=2Dt\), and the slope of the result at the old mode is

\[
p_t'(m)=\frac{1}{s^3\sqrt{2\pi}}\int u'\,p(m+u')\,e^{-u'^2/(2s^2)}du'
=\frac{A\,(a_R^2-a_L^2)}{s^3\sqrt{2\pi}},
\]

where \(u'\) is the signed distance from \(m\) and \(1/a_i^2=1/s_i^2+1/s^2\) for \(i=L,R\). A larger \(s_i\) gives a larger \(a_i\), so for \(s_L>s_R\) the slope is negative. The concentration just on the shallow side of \(m\) now exceeds that at \(m\).

At a surface that boron cannot cross, \(p'(0,t)=0\). The same integration over \(x\ge0\) leaves a boundary term in the mean:

\[
\frac{d\mu}{dt}=D\,\big[x\,p'-p\big]_0^\infty=D\,p(0,t).
\]

The surface turns back ions that would have left, so the mean moves slowly inward. The growth of \(\langle x^2\rangle\) remains \(2D\), because both boundary terms contain a factor \(x\) and vanish at \(x=0\).

A rough diffusivity of boron at this temperature is \(1\times10^{-14}\) cm²/s, or 1 nm²/s. In 1800 s it adds \(2Dt=3600\) nm² to the variance. A finite-difference solution on 1 nm cells, started from the profile cut off at the surface, gives:

- a mean of 298.2 nm, of which the reflecting surface contributes only 0.08 nm;
- a mode at 309 nm, 21 nm shallower than before;
- a standard deviation of 92.8 nm;
- a deep junction at 540 nm, 67 nm deeper than before.

The whole-line formula would give \(\sqrt{5081+3600}=93.2\) nm for the standard deviation. The small deficit comes from the surface. Cutting off the outer tail removes about 15 nm² from the variance. The inward drift removes about \(2\times298\times0.077=46\) nm², because \(\langle x^2\rangle\) grows by \(2Dt\) while \(\mu^2\) grows as well.

The mean is thus insensitive to this anneal, while the junction is not. The boron concentration at the surface rises from \(7\times10^{14}\) to \(9\times10^{15}\) cm⁻³, just below the donor concentration. The n-type skin that remains is weakly doped: at the surface its net donor concentration is only about a tenth of \(N_B\). Its survival hangs on the rounded diffusivity. The surface turns p-type once \(D\) exceeds about \(1.1\times10^{-14}\) cm²/s, and common Arrhenius fits give \(1.4\) to \(1.5\times10^{-14}\) cm²/s at this temperature, for which the skin is gone.

**(i) How closely does this model describe a real boron implant?**

A mean depth near 0.3 µm and a spread near 70 nm, with the longer tail toward the surface, are in the range expected for boron in silicon at about 100 keV. The degree of asymmetry is less realistic. The chosen widths give a skewness of −0.44, whereas boron at this energy in amorphous silicon is about twice as skewed, roughly −0.9. That is close to the limit of the joined profile, whose skewness cannot exceed 0.995 in magnitude. The near junction and the surface concentration depend on the shallow tail, so their values here are only illustrative. The dose is moderate, but 30 min at 1000 °C is a long anneal by the standards of small modern transistors. Constant diffusivity is reasonable as regards doping, since the peak concentration is about 6 % of a rough intrinsic carrier density of \(1\times10^{19}\) cm⁻³ at the anneal temperature. It leaves out implantation damage, which releases silicon interstitials that speed up boron diffusion for a time. If this adds a rough 30 nm of rms displacement, or 900 nm² of variance, the same finite-difference calculation puts the deep junction at 552 nm and the mean still at 298 nm. The surface concentration becomes \(1.2\times10^{16}\) cm⁻³, so the surface itself turns p-type. With inputs this rough, the model cannot decide whether an n-type skin survives the anneal. Channelling was sized without annealing, so its junction shift should not simply be added to these. Loss of boron into a surface oxide is left out.

Depletion changes the electrical picture even if diffusion is ignored. The estimate below uses the as-implanted profile and keeps the assumption that all the boron acts as an acceptor, although in practice implanted boron needs an anneal to become electrically active. Suppose that the whole built-in potential \(V\) falls across uniformly doped n-type silicon of permittivity \(\varepsilon\). The field rises linearly to \(eN_BW/\varepsilon\) over the depletion width \(W\), so \(V=eN_BW^2/(2\varepsilon)\) and

\[
W=\sqrt{\frac{2\varepsilon V}{eN_B}}\approx322\ \text{nm}
\]

for \(V=0.8\) V and a relative permittivity of 11.7. Two corrections are left out. Part of the potential falls on the p-type side, which makes \(W\) smaller, and boron compensates some of the donors near the junction, which makes it larger. The first correction wins: for this profile a little over a quarter of the potential falls on the p-type side, and the depleted width beyond the deep junction is nearer 260 nm. Either value is several times the 74 nm thickness of the as-implanted skin, which therefore contains no neutral n-type region if the surface carries no charge. The junction depths of part (f) mark where the net doping changes sign, and should not be read as the edges of conducting layers.
